Kubo-Greenwood thermoelectric coefficients, PAW velocities and the Wiedemann-Franz law, part 1

(Sections cited here and not found follow in the second part.)

## First half: fluxes, forces, response and velocity elements

Independent electrons of charge −1 move in a large sample of volume Ω with the one-electron Hamiltonian

H = p²/2 + U(r).

Hartree atomic units are used, and T denotes k_B times the temperature, so it is an energy. The potential U is static, real and local. There is no magnetic field and no spin-orbit coupling, and each spatial orbital holds two electrons. The orbitals obey H|n⟩ = ε_n|n⟩, with occupation per spin

f_n = f(ε_n), f(ε) = 1/{exp[(ε−μ)/T] + 1}.

Static disorder may scatter the electrons, but they exchange no energy with phonons or with each other. The sample is isotropic on average, and fluxes are taken along the driving force, called x. Throughout, i is the imaginary unit, a and b take the values 1 (particles) and 2 (heat), and

K = H − μ, Δ_nm = ε_n − ε_m.

### (a) The flux operators

**Question.** Construct the operators for the total particle flux and the total heat flux along x from the conservation laws. Find their matrix elements between eigenstates of H.

**Solution.** Let c(x,t) be the amount of a conserved quantity per unit length and j(x,t) its flux, so that ∂c/∂t = −∂j/∂x. Multiply by x and integrate over the sample. Nothing flows through the ends, so integration by parts gives

d/dt ∫ x c dx = −∫ x (∂j/∂x) dx = ∫ j dx.

The total flux is therefore the time derivative of the first moment. For particles the moment is P_1 = x. Heat at fixed μ is energy minus μ times particle number, so its one-electron operator is K. The operators K and x do not commute, and a Hermitian moment is

P_2 = (Kx + xK)/2.

One may ask whether another form of the kinetic energy density would change this moment. The density |∇ψ|²/2 has the moment ½Σ_k p_k x p_k, where k runs over the three directions. The kinetic part of P_2 is ¼(p²x + xp²). Their difference is

¼ Σ_k (p_k²x + xp_k² − 2p_k x p_k) = ¼ Σ_k [p_k,[p_k,x]] = 0,

because [p_k,x] is a number. Both densities give the same total flux.

The time derivative of an operator P is i[H,P], which equals i[K,P] because μ is a number. Hence J_1 = v = i[H,x]. For the heat flux,

J_2 = (i/2)[K, Kx + xK]
= (i/2)(K²x + KxK − KxK − xK²)
= (i/2)(K²x − xK²)
= (i/2)(K[K,x] + [K,x]K)
= (Kv + vK)/2.

Between eigenstates, K on the left gives ε_m − μ and K on the right gives ε_n − μ. Thus

(J_2)_mn = w_mn v_mn, w_mn = (ε_m + ε_n)/2 − μ.

The mean pair energy appears because the two orderings of K and v enter equally. Both fluxes are covered by (J_a)_mn = w_mn^{a−1} v_mn.

The moments themselves will be needed as couplings. From J_b = i[H,P_b] we have (J_b)_nm = iΔ_nm (P_b)_nm, so for Δ_nm ≠ 0

(P_b)_nm = w_nm^{b−1} v_nm/(iΔ_nm).

The steps that led from P_1 and P_2 to the fluxes and their matrix elements did not use the special form of H, so they also hold for a lattice Hamiltonian with a diagonal position operator. For the local Hamiltonian above, U commutes with x and

v = (i/2)[p_x²,x] = (i/2)(p_x[p_x,x] + [p_x,x]p_x) = (i/2)(−2i p_x) = p_x.

### (b) A mechanical field in place of a temperature gradient

**Question.** An electric field enters the Hamiltonian, but a temperature gradient does not. Find a perturbation of H whose linear response gives the fluxes driven by a temperature gradient.

**Solution.** Start with the electric field E. An electron of charge −1 has potential energy +Ex, so the perturbation is E P_1. In equilibrium with this field the density matrix is f(H + Ex), with μ and T uniform. Measured from the local band energies, the chemical potential is μ(x) = μ − Ex. A field E together with the gradient ∇μ = −E thus produces no transport. To first order the flux can depend on the two only through

𝓔 = E + ∇μ,

where μ is here the locally measured value. This is the electrochemical force read by a voltmeter.

The same reasoning works for heat. Add F P_2 to H, with F small and uniform:

K + F P_2 = K + (F/2)(Kx + xK).

If Fx changes little over the thermal correlation length of the electrons, x acts nearly as a number, and the right side is (1 + Fx)K. The equilibrium density matrix depends on this operator divided by T. Locally it is therefore the Fermi function of K at the temperature

T(x) = T/(1 + Fx), so that ∇T/T = −F to first order.

This equilibrium state carries no flux. In the position representation H, x and the P_b are real and symmetric, and so is any equilibrium density matrix built from them. A flux operator is i times a commutator of real symmetric operators, hence i times a real antisymmetric one. The trace of a symmetric with an antisymmetric matrix vanishes. The argument includes the first-order changes that the field makes in the flux operators themselves, so these need no separate treatment. With a magnetic field this symmetry argument fails, and the first-order changes of the flux operators can then contribute to fluxes perpendicular to the force.

The field F and the gradient ∇T/T = −F thus cancel in their effect. By linearity,

flux from (∇T/T = F, no field) = flux from (field F, uniform T).

The perturbation sought is (∇T/T) P_2. Its sign makes sense: for F > 0 it raises the energy of electrons with ε > μ at larger x and pushes them towards smaller x, away from the hot end. The argument assumes a gradient slow enough for local equilibrium, and a steady flux fixed by the local forces.

In a long tight-binding chain, the local value of K (energy minus μ times particle number) was computed with the field F P_2 and, separately, in a uniform chain at temperature T/(1+Fx). The changes are −1.430849×10⁻³ and −1.430850×10⁻³ in units of the hopping, which tests the local-temperature statement.

The two flux densities can now be written with one sign convention,

j_1 = −(L11 𝓔 + L12 ∇T/T),
j_2 = −(L21 𝓔 + L22 ∇T/T).

The minus signs make L11 and L22 positive, because each force drives its own flux towards smaller x.

### (c) The Onsager coefficients at frequency ω

**Question.** Apply a perturbation F P_b e^{−iωt}, switched on slowly, and derive L_ab(ω) to first order in F. Extract its real part for an isotropic system with spin.

**Solution.** The density matrix obeys i dρ/dt = [H + F P_b e^{−iωt}, ρ]. Put ρ = f(H) + ρ¹e^{−iωt} and keep first order:

ω ρ¹ = [H,ρ¹] + F[P_b, f(H)].

(A real field also contains the conjugate frequency, which responds independently at this order.) Take the matrix element between ⟨n| and |m⟩. The first commutator gives Δ_nm ρ¹_nm, and the second gives F(P_b)_nm(f_m − f_n). Slow switching replaces ω by ω + i0, so

ρ¹_nm = F (f_m − f_n)(P_b)_nm/(ω − Δ_nm + i0).

Pairs with Δ_nm = 0 have equal occupations and drop out. For one spin direction the flux density is

j_a = (1/Ω) Σ_mn ρ¹_nm (J_a)_mn.

Insert the matrix elements from part (a). Since w_nm = w_mn and v_nm v_mn = |v_mn|²,

j_a = (F/Ω) Σ_mn (f_m − f_n)|v_mn|² w_mn^{a+b−2}/[iΔ_nm(ω − Δ_nm + i0)].

By definition j_a = −L_ab F, and −1/i = i. Therefore

L_ab(ω) = (i/Ω) Σ_mn (f_m − f_n)|v_mn|² w_mn^{a+b−2}/[Δ_nm(ω − Δ_nm + i0)].

All factors apart from i and the last denominator are real. From 1/(y + i0) = P(1/y) − iπδ(y), where P is the principal value, the real part comes from i·(−iπ)δ = πδ. The delta function sets Δ_nm = ω in the remaining denominator. Spin gives a factor 2, and averaging over three directions replaces |v_mn|² by one third of the squared length of the vector element, written |**v**_mn|². The result is

Re L_ab(ω) = (2π/3Ωω) Σ_mn (f_m − f_n)|**v**_mn|² w_mn^{a+b−2} δ(ε_n − ε_m − ω).

This is the Kubo-Greenwood form. L11 has weight 1, L12 and L21 have weight w, and L22 has weight w². Onsager symmetry L12 = L21 is visible, since the weight depends on a + b alone.

The complex formula was tested on a disordered 12-site chain, without the volume factor, against a direct solution of the matrix equation for ρ¹ in the site basis. At a frequency with a finite imaginary part both routes give L22 = 2.945648 − 1.413175i and L12 = L21 = −0.308497 − 0.190798i. The negative real part of L12 is allowed: w has either sign.

In a perfect periodic crystal v_nn need not vanish. The field then accelerates electrons within a band, a response concentrated at ω = 0 that the sum over distinct orbitals leaves out. For static transport the sum is meant for a large disordered cell, where scattering has turned this response into transitions between closely spaced levels.

### (d) Velocity elements from PAW orbitals

**Question.** A PAW calculation supplies smooth pseudo orbitals ψ̃_n. Express v_mn through them, and state when the expression is exact.

**Solution.** Inside non-overlapping spheres around the atoms, let φ_α be true partial waves, φ̃_α smooth ones that join them at the sphere surface, and p̃_α projectors with ⟨p̃_α|φ̃_β⟩ = δ_αβ. The true orbital is

ψ_n = ψ̃_n + D_n, D_n = Σ_α (φ_α − φ̃_α)c_αn, c_αn = ⟨p̃_α|ψ̃_n⟩.

D_n vanishes outside the spheres and is continuous, so p acting on it creates no delta function at the surface. With v = p,

v_mn = ⟨ψ̃_m|p|ψ̃_n⟩ + ⟨ψ̃_m|p|D_n⟩ + ⟨D_m|p|ψ̃_n⟩ + ⟨D_m|p|D_n⟩.

The last three terms are integrals over the spheres. There write ψ̃_n = s_n + R_n, with s_n = Σ_α φ̃_α c_αn and R_n the part that the smooth partial waves miss. The terms without R are

⟨s_m|p|D_n⟩ + ⟨D_m|p|s_n⟩ + ⟨D_m|p|D_n⟩
= ⟨s_m + D_m|p|s_n + D_n⟩ − ⟨s_m|p|s_n⟩,

and s_n + D_n = Σ_α φ_α c_αn. Hence

v_mn = ⟨ψ̃_m|p|ψ̃_n⟩ + Σ_αβ c*_αm (⟨φ_α|p|φ_β⟩ − ⟨φ̃_α|p|φ̃_β⟩)c_βn + ⟨R_m|p|D_n⟩ + ⟨D_m|p|R_n⟩.

The PAW formula keeps the first two terms. It is exact when R_m = R_n = 0. This holds if each true orbital inside a sphere is a combination Σ_α φ_α b_α: then Σ_α φ̃_α b_α has projections b_α and is mapped to the true orbital, so it is the pseudo orbital if the map from ψ̃ to ψ is invertible. The bracket is Hermitian although neither integral need be, since their surface terms are equal.

If H contains a nonlocal potential such as exact exchange, or spin-orbit coupling, then v = i[H,x] differs from p and the additional commutator must be transformed too.

A one-dimensional crystal of Gaussian wells (cell 5 bohr, depth 6 hartree, width 0.25 bohr) tests the formula. The potential is symmetric about the centre of each well, so every solution at a given energy is a combination of an even and an odd one, and partial waves at the band energies are complete for those bands. The largest error against the all-electron elements is then 1.5×10⁻¹⁴ a.u., which is rounding. Shifting the partial-wave energies by 0.1 hartree gives 3.3×10⁻⁵ a.u., and a single energy for all three bands gives 2.3×10⁻² a.u.; these are the cross terms with R, because the pseudo orbitals are obtained here by inverting the map on the exact orbitals. A PAW calculation with incomplete partial waves has a further error in the pseudo orbitals themselves.

The one-centre terms are not small here. For bands 1 and 2 the full element is |v| = 0.612 a.u. and the pseudo term alone gives 0.359 a.u. The coefficients contain |v|², so this pair would contribute (0.359/0.612)² = 0.34 of its proper amount to each L_ab. For bands 2 and 3 the corresponding factor is (0.318/0.278)² = 1.31. The error has no fixed sign. Its size depends on the construction. These factors belong to spheres of half-width 1.2 bohr and polynomial partial waves that match the value and three derivatives; with a half-width of 0.8 bohr they become 0.71 and 1.10, and with 1.6 bohr 0.14 and 1.67.

## Second half: the static limit and the Wiedemann-Franz law

The symbols carried over are these. Electrons of charge −1 have orbital energies ε_n, occupations f_n and velocity elements **v**_mn, in volume Ω; T is an energy. The weight is w_mn = (ε_m + ε_n)/2 − μ. The particle and heat flux densities are

j_1 = −(L11 𝓔 + L12 ∇T/T), j_2 = −(L21 𝓔 + L22 ∇T/T),

with 𝓔 the electrochemical force, and for a, b = 1, 2

Re L_ab(ω) = (2π/3Ωω) Σ_mn (f_m − f_n)|**v**_mn|² w_mn^{a+b−2} δ(ε_n − ε_m − ω).

From here on L_ab means this real part.

### (e) One spectral function and a thermal window

**Question.** Write all L_ab(ω) as energy integrals over one spectral function. Find the static limit, and find what a finite frequency does to L22 when the spectral function is constant. Would the weight (ε_m−μ)(ε_n−μ) serve as well as w²?

This part has derived the flux operators, the mechanical equivalent of a temperature gradient, the Kubo-Greenwood form of L_ab(ω) and the velocity elements from PAW orbitals. It remains to answer the question just posed in (e), to obtain the transport coefficients and the Wiedemann-Franz law, and to evaluate the pair sums for a disordered lattice.
